Comment on comparing hyperpolarizabilities reported in different conventions

**The argument under review**

The argument concerns a model molecule that responds only along its own axis. Four sources report its second-harmonic hyperpolarizability β_∥ at one optical frequency. In atomic units (a.u.), the values are

source 1: 3933
source 2: 1967
source 3: 983
source 4: 656.

Sources 1 to 3 also report γ_∥, the next coefficient, for second-harmonic generation in the presence of a static field:

source 1: 131 530
source 2: 21 922
source 3: 32 882.

The argument runs as follows. A calibration error would multiply all the data of a source by one number. Source 2 lies above source 3 for β but below it for γ, so no such number exists. The sources must therefore disagree about the physics of the molecule.

The reversal of order does show that one common factor cannot reconcile the sources. The conclusion does not follow. The premise is too narrow: a β measured without a static field is a signal divided by the square of the optical field, while γ is a signal divided by that square times the static field, so an error in the static field rescales γ and leaves that β unchanged. This point has a limit: in a fluid the orientationally averaged second-harmonic dipole vanishes without a static field, and when β_∥ and γ_∥ are both extracted from the field-induced signal treated below, an error in the static field rescales them by the same factor. Even with perfect calibration, β and γ need not change by the same factor when their definitions change. The definitions have to be compared before the values.

**What each symbol multiplies**

Take a molecule in a static field F along its axis. Its dipole may be written as a Taylor series, convention T:

μ(F) = μ₀ + αF + (1/2)β^T F² + (1/6)γ^T F³ + …

It may also be written as a plain power series, convention B:

μ(F) = μ₀ + αF + β^B F² + γ^B F³ + …

The dipole is the same function in both, so the coefficients of each power of F must agree:

β^B = β^T/2, γ^B = γ^T/6.

The energy series offers another opportunity for confusion. Since μ = −dW/dF, where W is the ground-state energy, integration gives

W(F) = W₀ − μ₀F − αF²/2 − β^T F³/6 − γ^T F⁴/24 − …

In convention B the last two terms read −β^B F³/3 and −γ^B F⁴/4. A source that calls the bare energy coefficients hyperpolarizabilities, apart from sign, is therefore using neither T nor B.

**What an optical experiment multiplies**

Now let the field contain a static part and a light wave:

F(t) = F₀ + E cos ωt.

Suppose first that ω is low enough for the dipole to follow its static function. With c = cos ωt, the powers of the field are

F² = F₀² + 2F₀E c + E²c²

F³ = F₀³ + 3F₀²E c + 3F₀E²c² + E³c³.

Because c² = (1 + cos 2ωt)/2, each term in c² passes half its coefficient to the second harmonic. To third order in the fields, the coefficient of cos 2ωt in the dipole is

A = (1/2)β^T × (1/2)E² + (1/6)γ^T × 3F₀ × (1/2)E²
  = (1/4)β^T E² + (1/4)γ^T F₀E².

The phenomenological convention X names the coefficients directly:

A = β^X E² + γ^X F₀E².

Comparison gives β^X = β^T/4 and γ^X = γ^T/4. The γ term is the electronic part of electric-field-induced second-harmonic generation, EFISH. The three conventions are therefore connected by

β^T = 2β^B = 4β^X

γ^T = 6γ^B = 4γ^X.

From these follow β^B = 2β^X but γ^B = (2/3)γ^X. This is the reversal that the argument took for a physical disagreement. In the reported data, 1967/983 is 2.00 and 21 922/32 882 is 0.667.

The X conversion belongs to this process. Using c³ = (3 cos ωt + cos 3ωt)/4 where needed, the same expansion gives these other dipole amplitudes:

- Pockels effect, at ω: β^T F₀E.
- Optical rectification, at zero frequency: β^T E²/4.
- Static-field Kerr effect, at ω: γ^T F₀²E/2.
- Third harmonic, at 3ω: γ^T E³/24.
- Intensity-dependent response, at ω: γ^T E³/8.

A coefficient defined as "amplitude divided by fields" thus needs its conversion worked out for each process, even in the static limit. Two processes may share a factor, as optical rectification and second-harmonic generation share 1/4, but in general the factors differ.

The definition of the optical amplitude matters too. The wave may also be written as ε e^(−iωt) + ε e^(iωt), which equals 2ε cos ωt, so E = 2ε. If the second-harmonic dipole is likewise P e^(−2iωt) + P e^(2iωt), with P real away from resonance, then A = 2P and

2P = (1/4)β^T(2ε)² + (1/4)γ^T F₀(2ε)²

P = (1/2)β^T ε² + (1/2)γ^T F₀ε².

The coefficient of ε² is β^B, whereas that of F₀ε² is γ^T/2 = 3γ^B. Here a source can agree with convention B for β and differ from it by a factor 3 for γ.

**Frequency is not a convention**

At optical frequencies the dipole no longer follows its static function. The T coefficients are then defined by keeping the same prefactors:

A = (1/4)β^T(−2ω;ω,ω)E² + (1/4)γ^T(−2ω;ω,ω,0)F₀E².

The first argument labels the output frequency and the others label the inputs. This definition joins smoothly to the static T values as ω → 0. B is extended by retaining β^B = β^T/2 and γ^B = γ^T/6. The conversions therefore hold at each frequency, but they do not turn a static value into an optical one.

The model shows the difference. It has three levels at 0, 0.15 and 0.25 hartree. Its dipole matrix along the molecular axis, in a.u., is

(2.0, 2.0, 0.8)
(2.0, 5.0, 2.5)
(0.8, 2.5, 3.0).

The Hamiltonian is the diagonal matrix of level energies minus F times the dipole matrix. The Taylor coefficients of its lowest eigenvalue, obtained numerically from its values on a small circle of complex fields, are −756.907 for F³ and −15 203.6 for F⁴. Hence the static values are

β^T = 6 × 756.907 = 4541 a.u.

γ^T = 24 × 15 203.6 = 3.649 × 10⁵ a.u.

For the optical values, ω = 0.04 hartree, so 2ω lies below the first excitation energy. The periodic state of the driven molecule was found by diagonalizing its Floquet matrix, which represents the state by harmonics of ω. The second-harmonic dipole amplitude, divided by E² and extrapolated to weak light, gave β^X = 1638.87 a.u. Its numerical derivative with respect to F₀ gave γ^X = 164 412 a.u. Therefore

β^T = 4 × 1638.87 = 6555 a.u. = 2.102 × 10⁻⁴⁹ C³ m³ J⁻²

γ^T = 4 × 164 412 = 6.576 × 10⁵ a.u. = 4.101 × 10⁻⁵⁹ C⁴ m⁴ J⁻³.

Relative to the static values, β has grown by a factor 1.44 and γ by 1.80. These factors depend on the molecule and on ω. They describe dispersion and belong in no conversion table.

**From one molecule to a fluid**

The sources report averages marked ∥, which must also be defined. Let all fields point along the laboratory direction Z, and let n be the unit vector along Z expressed in the molecular frame. The permanent dipole μ₀ points along the molecular z axis. With repeated indices summed, the second-harmonic dipole along Z is

A = (1/4)[β_ijk n_i n_j n_k E² + γ_ijkl n_i n_j n_k n_l F₀E²],

where the tensors are in convention T. The molecules are assumed to orient classically in the static field and not to follow the optical field. For μ₀F₀ much smaller than kT, the normalized orientational weight, relative to a uniform distribution, is

1 + μ₀F₀n_z/(kT).

The energy of the dipole induced by F₀ changes this weight only at order F₀², which is beyond the order needed.

Averages of an odd number of components of n vanish, because n and −n are equally likely in the uniform distribution. For four components, rotational symmetry and symmetry under exchange of indices require

⟨n_i n_j n_k n_l⟩ = C(δ_ij δ_kl + δ_ik δ_jl + δ_il δ_jk).

Setting i = j and k = l and summing gives 1 on the left and C(9 + 3 + 3) on the right, so C = 1/15. The γ term therefore averages to

γ_∥ = (1/15) Σ_ij (γ_iijj + γ_ijij + γ_ijji).

The β term survives through the factor n_z in the weight:

⟨n_z n_i n_j n_k⟩β_ijk = (1/15) Σ_j (β_zjj + β_jzj + β_jjz) = β_∥/3,

where

β_∥ = (1/5) Σ_j (β_zjj + β_jzj + β_jjz).

One may instead define β_z, the same sum with prefactor 1/3. Then β_∥ = (3/5)β_z, a difference of component rather than of series convention.

Writing the averaged amplitude as (1/4)Γ^T F₀E² gives

Γ^T = γ_∥^T + μ₀β_∥^T/(3kT).

Division by 4 gives the same form in convention X. Convention B requires division by 6, together with β^T = 2β^B:

Γ^B = γ_∥^T/6 + μ₀(2β_∥^B)/(18kT)
    = γ_∥^B + μ₀β_∥^B/(9kT).

The 9 replaces the 3 because β and γ were rescaled by different factors.

**The fourth value**

In the model only the all-z tensor components are nonzero. Thus β_∥^T = (3/5) × 6555.5 = 3933 a.u. and γ_∥^T = 657 648/5 = 131 530 a.u. These are the values of source 1. Dividing them by 2 and 6 gives source 2, and dividing both by 4 gives source 3.

Source 4 started from EFISH totals at two temperatures. For the model, these were generated by averaging the driven dipole numerically over orientations with the Boltzmann weight. In convention B the totals are

Γ^B(300 K) = 481 935 a.u.

Γ^B(400 K) = 366 932 a.u.

The thermal energies are kT = 9.500435 × 10⁻⁴ and 1.266725 × 10⁻³ hartree, so 1/(kT) changes by 263.15 per hartree. The slope of Γ^B against 1/(kT) is

s = (481 935 − 366 932)/263.15 = 437.0 a.u.

Source 4 applied the formula valid in T and X, s = μ₀β_∥/3. With μ₀ = 2 a.u., this gives

β_∥ = 3 × 437.0/2 = 656 a.u.

The data are in convention B, for which s = μ₀β_∥^B/9. The correct result is

β_∥^B = 9 × 437.0/2 = 1967 a.u.,

in agreement with source 2. The value 656 is one third of β_∥^B and one sixth of β_∥^T. Unlike the first three values, it is not the value of β_∥ in T, B or X. It comes from combining a total in one convention with a formula from another. Reported as β_∥^B it is an error. A source that took Γ^B = γ_∥^B + μ₀β/(3kT) as the definition of its β would instead be using a further convention, in which β is one sixth of β_∥^T.

**What the comparison should establish**

The four values of β_∥ give no evidence of physical disagreement. Three describe the same response under different definitions, and the fourth becomes consistent when its formula is corrected. The three values of γ_∥ likewise describe one response in T, B and X.

For other data, the defining equation of each source should be found first, including its definition of the optical amplitude. A convention letter or the name of a method is not enough. The coefficients should then be converted to T, and the process, frequencies, tensor average and units should be matched. In an EFISH analysis, the orientational formula must be converted together with the data.

A difference that remains may be physical, but it may also arise from the experiment. The fields above are those acting on the molecule, so a measurement in a dense medium needs local-field factors. A relative measurement inherits the value assigned to its reference. The model also omits vibrational response and damping. The conversion factors correct none of these effects.

Numbers in the example were calculated in double precision.
